# Luttinger Hamiltonian for an arbitrary growth axis: confinement masses and heavy-light mixing

## Result

Let $\mathbf n$ be the unit growth axis of a quantum well, with components along the cubic axes, and let

$$s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2 ,\qquad \delta=\gamma_3-\gamma_2 ,$$

where $\gamma_1,\gamma_2,\gamma_3$ are the Luttinger parameters. At zero in-plane wave vector the hole kinetic energy is $(\hbar^2/2m_0)\,M\,k_n^2$, with $M$ a constant $4\times4$ matrix. In the basis of $\mathbf J\cdot\mathbf n$ its diagonal entries are $\gamma_1\mp2\gamma_n$ (upper sign heavy, lower sign light), and its heavy-light coupling has total strength $2\mu$:

$$\gamma_n=\gamma_2+3s\,\delta ,\qquad \mu=|\delta|\sqrt{3s(1-3s)} .$$

If the parameters are uniform and the confining potential is scalar, the confinement masses are

$$m_{h,l}=\frac{m_0}{\gamma_1\mp2\Gamma},\qquad \Gamma=\sqrt{\gamma_n^2+\mu^2}=\sqrt{(1-3s)\gamma_2^2+3s\gamma_3^2}.$$

For $\gamma_n>0$, the diagonal masses $m_0/(\gamma_1\mp2\gamma_n)$ agree with these when $\mu=0$. For $\gamma_2\ne\gamma_3$ this happens for the axes equivalent to [001] or [111] and for no others. For $\gamma_2=\gamma_3$ it happens for every axis.

## Model and conventions

The model is the fourfold $J=3/2$ valence-band edge, with hole energy counted positive:

$$H=\frac{\hbar^2}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_iJ_j\}\Big].$$

Here $\{AB\}=(AB+BA)/2$, the $J_i$ are dimensionless, and $i,j$ run over the cubic axes. The split-off band, strain, magnetic field, inversion-asymmetry terms and interface terms are left out. The model therefore needs the kinetic couplings to the omitted bands to be small compared with the spin-orbit splitting and the gap. A small confinement energy alone does not guarantee this.

"Heavy" and "light" denote the states with $\mathbf J\cdot\mathbf n=\pm3/2$ and $\pm1/2$. These names fit the masses when $\gamma_n>0$, which is assumed below and holds whenever $\gamma_2$ and $\gamma_3$ are positive. "Zone centre" means zero in-plane wave vector; the confined motion along $\mathbf n$ remains.

## Rotating k and J together

With $\mathbf n=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta)$, choose the right-handed triad

$$\mathbf e_1=(\cos\theta\cos\varphi,\ \cos\theta\sin\varphi,\ -\sin\theta),\quad \mathbf e_2=(-\sin\varphi,\ \cos\varphi,\ 0),\quad \mathbf e_3=\mathbf n .$$

The new components are $k'_a=\mathbf e_a\cdot\mathbf k$ and $J'_a=\mathbf e_a\cdot\mathbf J$. Since the triad is orthonormal, the inverse relations are

$$k_i=\sum_a e_{a,i}k'_a,\qquad J_i=\sum_a e_{a,i}J'_a .$$

The new spin components obey

$$[J'_a,J'_b]=i(\mathbf e_a\times\mathbf e_b)\cdot\mathbf J=i\sum_c\epsilon_{abc}J'_c ,$$

which is the standard angular-momentum algebra. There is thus a basis in which the $J'_a$ are the standard spin-3/2 matrices with $J'_3$ diagonal. The algorithm inserts these matrices in the inverse relations and evaluates $H$.

The same step can be written as a unitary transformation. The operator $U=e^{-i\varphi J_z}e^{-i\theta J_y}$ turns the cubic axes into the triad, so $UJ_aU^\dagger=\mathbf e_a\cdot\mathbf J$ for the standard matrices $J_a$. Multiplying $U^\dagger(\mathbf e_a\cdot\mathbf J)U=J_a$ by $e_{a,i}$ and summing over $a$ gives $U^\dagger J_iU=\sum_a e_{a,i}J_a$. Hence $H'=U^\dagger HU$, which is an independent check on an implementation.

Collecting powers of $k'$ gives $H'=(\hbar^2/2m_0)\sum_{ab}M_{ab}k'_ak'_b$, where

$$M_{ab}=\big(\gamma_1+\tfrac52\gamma_2\big)\delta_{ab}-2\gamma_2\sum_i e_{a,i}e_{b,i}J_i^2-2\gamma_3\sum_{i<j}(e_{a,i}e_{b,j}+e_{a,j}e_{b,i})\{J_iJ_j\}.$$

The $J_i$ on the right are the rotated combinations above. The last prefactor is half of 4 because $k_ik_j$ has been symmetrised in $a$ and $b$. At the zone centre only $M\equiv M_{33}$ survives.

## The growth-axis matrix

Put $k_i=n_ik_n$. The off-diagonal cubic terms can be eliminated with

$$J_3'^2=(\mathbf n\cdot\mathbf J)^2=\sum_i n_i^2J_i^2+2\sum_{i<j}n_in_j\{J_iJ_j\}.$$

The $\gamma_3$ term becomes $-2\gamma_3\big(J_3'^2-\sum_i n_i^2J_i^2\big)$. Writing $\frac52\gamma_2=\frac52\gamma_3-\frac52\delta$ then gives

$$M=\gamma_1-2\gamma_3\big(J_3'^2-\tfrac54\big)+2\delta\Big(\sum_{ab}T_{ab}J'_aJ'_b-\tfrac54\Big),\qquad T_{ab}=\sum_i n_i^2e_{a,i}e_{b,i}.$$

The matrix $T$ is $\mathrm{diag}(n_x^2,n_y^2,n_z^2)$ seen in the new axes. Its trace is 1, and the trace of its square is $\sum_i n_i^4$. Squaring $\sum_i n_i^2=1$ gives $\sum_i n_i^4=1-2s$. Since $\mathbf e_3=\mathbf n$, also $T_{33}=\sum_i n_i^4=1-2s$, and so $T_{11}+T_{22}=2s$.

**Diagonal entries.** In a state of definite $m$, $J_1'^2$ and $J_2'^2$ both have mean value $(\frac{15}4-m^2)/2$, and the combinations $J'_aJ'_b+J'_bJ'_a$ with $a\ne b$ average to zero. Only these combinations enter, because $T$ is symmetric. Therefore

$$\Big\langle\sum_{ab} T_{ab}J'_aJ'_b\Big\rangle=(1-2s)m^2+s\big(\tfrac{15}4-m^2\big).$$

This equals $\frac94-3s$ for $|m|=\frac32$ and $\frac14+3s$ for $|m|=\frac12$. Subtracting $\frac54$ leaves $\pm(1-3s)$, while $J_3'^2-\frac54=\pm1$. The diagonal entries of $M$ are thus

$$\gamma_1\mp2[\gamma_3-\delta(1-3s)]=\gamma_1\mp2\gamma_n .$$

**Couplings with $\Delta m=1$.** From $J_+|\frac12\rangle=\sqrt3\,|\frac32\rangle$ one has $\langle\frac32|J'_1|\frac12\rangle=\frac{\sqrt3}2$ and $\langle\frac32|J'_2|\frac12\rangle=-\frac{i\sqrt3}2$. The anticommutator with $J'_3$ multiplies each by $\frac32+\frac12=2$. Hence

$$S\equiv\langle\tfrac32|M|\tfrac12\rangle=2\sqrt3\,\delta\,(T_{13}-iT_{23}).$$

Between $\frac12$ and $-\frac12$ the factor is $\frac12-\frac12=0$. Between $-\frac12$ and $-\frac32$ it is $-2$, which gives $-S$.

**Couplings with $\Delta m=2$.** Here $J_+^2|-\frac12\rangle=2\sqrt3\,|\frac32\rangle$. The parts of $J_1'^2$, $J_2'^2$ and $J'_1J'_2+J'_2J'_1$ containing $J_+^2$ have coefficients $\frac14$, $-\frac14$ and $\frac1{2i}$. Their matrix elements are $\frac{\sqrt3}2$, $-\frac{\sqrt3}2$ and $-i\sqrt3$, so

$$R\equiv\langle\tfrac32|M|-\tfrac12\rangle=\sqrt3\,\delta\,(T_{11}-T_{22}-2iT_{12}).$$

The element between $\frac12$ and $-\frac32$ is the same, because $J_+^2|-\frac32\rangle=2\sqrt3\,|\frac12\rangle$. A product of two spin operators cannot change $m$ by 3. In the order $\frac32,\frac12,-\frac12,-\frac32$,

$$M=\gamma_1+N,\qquad N=\begin{pmatrix}-2\gamma_n&S&R&0\\S^*&2\gamma_n&0&R\\R^*&0&2\gamma_n&-S\\0&R^*&-S^*&-2\gamma_n\end{pmatrix}.$$

## Eigenvalues and the zeros of the mixing

In $N^2$ the off-diagonal elements cancel in pairs. For example, the (1,2) element is $-2\gamma_nS+2\gamma_nS$ and the (1,4) element is $SR-RS$. Every diagonal element is $4\gamma_n^2+|S|^2+|R|^2$.

To evaluate the coupling, set $q=T_{13}^2+T_{23}^2$. Then $|S|^2=12\delta^2q$. For $|R|^2$ use

$$(T_{11}-T_{22})^2+4T_{12}^2=2\big(T_{11}^2+T_{22}^2+2T_{12}^2\big)-(T_{11}+T_{22})^2 .$$

The first bracket on the right is $\mathrm{Tr}\,T^2-T_{33}^2-2q=(1-2s)-(1-2s)^2-2q=2s(1-2s)-2q$. Adding the two contributions,

$$|S|^2+|R|^2=3\delta^2\big[4q+4s(1-2s)-4q-4s^2\big]=12\delta^2s(1-3s)=4\mu^2 .$$

So $N^2=4\Gamma^2$. Because $N$ is traceless, its eigenvalues are $-2\Gamma$ and $+2\Gamma$, each doubly degenerate. Expanding,

$$\Gamma^2=\gamma_2^2+6s\gamma_2\delta+9s^2\delta^2+3s\delta^2-9s^2\delta^2=\gamma_2^2+3s(\gamma_3^2-\gamma_2^2),$$

where the last step uses $2\gamma_2\delta+\delta^2=\gamma_3^2-\gamma_2^2$. This is the second form of $\Gamma$ given at the start.

The zeros follow from the identity

$$1-3s=\tfrac12\sum_{i<j}(n_i^2-n_j^2)^2 ,$$

whose right side expands to $\sum_i n_i^4-s=1-3s$. It shows that $s\le\frac13$, while $s\ge0$ because $s$ is a sum of squares. For $\delta\ne0$ the mixing vanishes in two cases:

- $s=0$: every product $n_i^2n_j^2$ vanishes, so two components are zero and the axis is of type [001].
- $s=\frac13$: all $|n_i|$ are equal and the axis is of type [111].

Between them $\mu$ reaches its maximum $|\delta|/2$ at $s=\frac16$.

The zeros are not flat. For a small tilt $\alpha$ from [001], $s\simeq\alpha^2$ and $\mu\simeq\sqrt3\,|\delta|\alpha$. For a tilt from [111] along a unit vector $\mathbf t$ with $\sum_i t_i=0$, $n_i^2-n_j^2\simeq2\alpha(t_i-t_j)/\sqrt3$. Since $\sum_{i<j}(t_i-t_j)^2=3$, this gives $1-3s\simeq2\alpha^2$ and $\mu\simeq\sqrt2\,|\delta|\alpha$. A miscut thus produces coupling linear in the angle, and mass corrections quadratic in it.

## Spinors and quantum-well levels

Since $(N+2\Gamma)(2\Gamma-N)=4\Gamma^2-N^2=0$, the columns of $2\Gamma-N$ are eigenvectors of $N$ for $-2\Gamma$. Columns 1 and 4 are

$$\chi_1=(2\Gamma+2\gamma_n,\,-S^*,\,-R^*,\,0)^T,\qquad \chi_2=(0,\,-R,\,S,\,2\Gamma+2\gamma_n)^T .$$

They are orthogonal, and so are their light parts taken alone. Each has squared norm $4(\Gamma+\gamma_n)^2+4\mu^2=8\Gamma(\Gamma+\gamma_n)$, of which $4\mu^2$ is light. Every normalised state of the heavy doublet therefore has the light weight

$$w=\frac{\mu^2}{2\Gamma(\Gamma+\gamma_n)}=\frac12\Big(1-\frac{\gamma_n}{\Gamma}\Big).$$

Columns 2 and 3 of $2\Gamma+N$ span the light doublet, and the same calculation gives it heavy weight $w$.

In a well with coordinate $z$ along $\mathbf n$, uniform parameters and scalar potential $V(z)$, the zone-centre equation is

$$\Big[-\frac{\hbar^2}{2m_0}M\frac{d^2}{dz^2}+V(z)\Big]\psi=E\psi .$$

The constant eigenvectors of $M$ span the spinor space, so $\psi=f(z)\chi$ separates the problem into scalar wells with coefficients $a_{h,l}=\gamma_1\mp2\Gamma$. All subbands of one kind share the same $w$. Both masses are positive if $\gamma_1>2\Gamma$. Since $\Gamma^2$ is a weighted mean of $\gamma_2^2$ and $\gamma_3^2$, the condition $\gamma_1>2\max(|\gamma_2|,|\gamma_3|)$ secures this for all axes.

For a well of width $L$ and barrier height $V_0$, the lowest state is $\cos qz$ inside and decays as $e^{-\kappa|z|}$ outside. Continuity of $f$ and $f'$ gives

$$q\tan\frac{qL}2=\kappa,\qquad q^2=\frac{2m_0E}{\hbar^2a},\qquad \kappa^2=\frac{2m_0(V_0-E)}{\hbar^2a}.$$

## Pseudocode

```
input: direction d, parameters g1, g2, g3
n = d / |d|
theta = atan2(hypot(nx, ny), nz);  phi = atan2(ny, nx)
build e1, e2, e3 = n from theta and phi
for each cubic axis i:
    J_i = sum over a of e[a,i] * Jstandard_a
for each pair a <= b:
    build M_ab from e and J_i            # full H'(k')
s  = nx^2 ny^2 + ny^2 nz^2 + nz^2 nx^2
t  = half the sum over i<j of (ni^2 - nj^2)^2    # = 1 - 3s
gn = g2 + 3 s (g3 - g2)
mu = |g3 - g2| sqrt(3 s t)
G  = sqrt(gn^2 + mu^2)
require g1 > 2 G and gn > 0
masses = m0/(g1 - 2G), m0/(g1 + 2G)
w = mu^2 / (2 G (G + gn))
check: M_33 has eigenvalues g1 -+ 2G, each twice
```

## Cost and stability

The rotation needs a fixed number of $4\times4$ matrix operations per axis. With $n_b$ basis functions along $z$, a dense four-component well calculation diagonalises a matrix of size $4n_b$, at a cost growing as $(4n_b)^3$. The separated zone-centre problem needs two matrices of size $n_b$, or two scalar root searches.

Near [111], forming $1-3s$ by subtraction loses digits and may give a small negative number under the square root. The sum of squares $t$ cannot be negative, and it loses fewer digits. With rounding unit $\epsilon$ and tilt $\alpha$ from [111], the subtraction leaves an error of order $\epsilon$ on a result $\simeq2\alpha^2$, a relative error of order $\epsilon/\alpha^2$. The differences $n_i^2-n_j^2$ are of order $\alpha$ with error of order $\epsilon$, so $t$ has a relative error of order $\epsilon/\alpha$. For weak mixing, $1-\gamma_n/\Gamma$ also suffers cancellation, and the form of $w$ with $\mu^2$ in the numerator does not.

For [001] the angle $\varphi$ is arbitrary. More generally, turning $\mathbf e_1$ and $\mathbf e_2$ about $\mathbf n$ changes the phases of $S$ and $R$ but not their moduli. Comparisons between codes should use the moduli, or fix the triad.

## Worked example

Take the round model parameters $\gamma_1=7$, $\gamma_2=2$, $\gamma_3=3$, so that $\delta=1$. For [110], $s=\frac14$ and

$$\gamma_n=2+0.75=2.75,\quad \mu=\sqrt{0.75\times0.25}=0.433,\quad \Gamma=\sqrt{0.25\times4+0.75\times9}=2.784 .$$

The triad has $T_{11}=0$, $T_{22}=\frac12$ and no off-diagonal elements. Thus $S=0$ and $R=-\sqrt3/2=-0.866$, whose modulus is $2\mu$. The heavy mass is $m_0/(7-5.568)=0.698\,m_0$, whereas the diagonal entry gives $m_0/1.5=0.667\,m_0$.

| Axis | $\gamma_n$ | $\mu$ | $m_h/m_0$, diagonal | $m_h/m_0$, true | $w$ (%) |
|---|---|---|---|---|---|
| [001] | 2.000 | 0 | 0.333 | 0.333 | 0 |
| [111] | 3.000 | 0 | 1.000 | 1.000 | 0 |
| [110] | 2.750 | 0.433 | 0.667 | 0.698 | 0.61 |
| [112] | 2.750 | 0.433 | 0.667 | 0.698 | 0.61 |
| [113] | 2.471 | 0.499 | 0.486 | 0.511 | 0.99 |
| [012] | 2.480 | 0.500 | 0.490 | 0.515 | 0.98 |

The axes [110] and [112] share these values because they share $s$. This equality belongs to the four-band model and is lost when the split-off band is included.

For a 10 nm well with 100 meV barriers along [110], the lowest heavy level is 4.08 meV ($4.08\times10^{-3}$ eV). The diagonal mass gives 4.25 meV, which is 4.1% too high relative to the true-mass level. The lowest light level is 22.30 meV, against 22.22 meV from the diagonal mass. Along [113] the heavy level is 5.34 meV, against 5.57 meV.

These are levels of the four-band model. With the same parameters, the same scalar barrier and a split-off band 340 meV away, the [110] heavy level would be about 3.85 meV. The omitted band then shifts it by 0.23 meV, more than the mixing correction of 0.17 meV, so a quantitative calculation for this [110] well must include that band. The size of the shift depends strongly on the axis. In the same well it is only about 0.03 meV along [112] and 0.02 meV along [113], well below the mixing corrections of 0.17 and 0.23 meV.

A light weight of 0.6% goes with a level shift of 4% because the mixing moves the heavy coefficient by $2(\Gamma-\gamma_n)=4\Gamma w=0.068$. That is small beside the heavy-light splitting $4\Gamma=11.1$, but not beside the heavy coefficient 1.43 itself.

The numerical check solves the four-component finite well in a sine basis. It reproduces the true-mass levels within a relative tolerance of $10^{-4}$, and the spinor weights as well. It also scans the 55 primitive directions with indices from 0 to 6 in non-decreasing order (permuting the indices leaves $s$ unchanged), and finds zero mixing for [001] and [111] alone.

## Failure modes

**Rotating k alone.** Inserting $\mathbf k=k_n\mathbf n$ but keeping the $J_z$ basis leaves the eigenvalues correct, while the basis states are no longer heavy and light along $\mathbf n$. For [111] all diagonal entries are then $\gamma_1=7$, and each row has coupling strength $2\gamma_3=6$, although the true mixing is zero.

**Rotating J alone.** Inserting $\mathbf k=(0,0,k_n)$ in cubic components gives a matrix unitarily equivalent to that of [001]. For [111] the heavy coefficient comes out as 3 instead of 1.

**Using diagonal masses for a mixed axis.** This drops $S$ and $R$. The heavy coefficient is then too large by $2(\Gamma-\gamma_n)$ and the light one too small by the same amount.

**Position-dependent parameters.** The kinetic term becomes $k_nM(z)k_n$. The matrix $N$ is linear in $\gamma_2$ and $\gamma_3$, so its eigenvectors stay constant if $\gamma_2/\gamma_3$ is the same in well and barrier. The problem then still separates, with position-dependent masses. If the ratio changes on a mixed axis, the eigenvectors generally change too, and the four-component equation must be solved.

**Strain and in-plane motion.** A strain term that does not commute with $N$ also prevents the separation. At finite in-plane wave vector the other $M_{ab}$ enter and in general couple heavy and light states, even for [001] and [111]. The absence of mixing for those axes is a statement about the zone centre of this model. In real zinc-blende [001] wells the low symmetry of the interfaces allows a term proportional to $\{J_xJ_y\}$ localised at each interface. It couples $\frac32$ with $-\frac12$, and so mixes heavy and light states even at zero in-plane wave vector.

## Numbers as computed

```
parameters: g1 = 7.0, g2 = 2.0, g3 = 3.0 (dimensionless)
hbar^2/(2 m0) = 38.0998 meV nm^2
well width = 10.0 nm, barrier = 100.0 meV
per axis: s, gn, mu, Gam (dimensionless)
(0, 0, 1): s=0.0000 gn=2.0000 mu=0.0000 Gam=2.0000
(1, 1, 1): s=0.3333 gn=3.0000 mu=0.0000 Gam=3.0000
(1, 1, 0): s=0.2500 gn=2.7500 mu=0.4330 Gam=2.7839
(1, 1, 2): s=0.2500 gn=2.7500 mu=0.4330 Gam=2.7839
(1, 1, 3): s=0.1570 gn=2.4711 mu=0.4992 Gam=2.5210
(0, 1, 2): s=0.1600 gn=2.4800 mu=0.4996 Gam=2.5298
diagonal masses, true confinement masses (units of m0)
(0, 0, 1): diag heavy=0.3333 light=0.09091 | true heavy=0.3333 light=0.09091
(1, 1, 1): diag heavy=1.0000 light=0.07692 | true heavy=1.0000 light=0.07692
(1, 1, 0): diag heavy=0.6667 light=0.08000 | true heavy=0.6982 light=0.07957
(1, 1, 2): diag heavy=0.6667 light=0.08000 | true heavy=0.6982 light=0.07957
(1, 1, 3): diag heavy=0.4859 light=0.08374 | true heavy=0.5107 light=0.08304
(0, 1, 2): diag heavy=0.4902 light=0.08361 | true heavy=0.5154 light=0.08292
light-hole weight in heavy subband (percent)
(0, 0, 1): w = 0.000 %
(1, 1, 1): w = 0.000 %
(1, 1, 0): w = 0.609 %
(1, 1, 2): w = 0.609 %
(1, 1, 3): w = 0.990 %
(0, 1, 2): w = 0.985 %
(1, 1, 0): S = 0.0 + i(0.0), R = -0.866 + i(0.0)
(1, 1, 3): S = -0.9717 + i(0.0), R = 0.229 + i(0.0)
scan of 55 directions: unmixed = [(0, 0, 1), (1, 1, 1)]
weakest nonzero mu = 0.1127 at (5, 6, 6)
strongest mu = 0.4996 at (0, 1, 2)
[111], only k rotated: diagonal = 7.0000, spurious coupling = 6.0000
[111], only J rotated: heavy coefficient = 3.0000, correct = 1.0000
(1, 1, 0) four-band well: heavy = 4.081, light = 22.299 meV
(1, 1, 0) true masses: heavy = 4.081, light = 22.299 meV
(1, 1, 0) diagonal masses: heavy = 4.248, light = 22.218 meV
(1, 1, 0) light weight in heavy level, four-band = 0.609 %
(1, 1, 3) four-band well: heavy = 5.339, light = 21.668 meV
(1, 1, 3) true masses: heavy = 5.339, light = 21.668 meV
(1, 1, 3) diagonal masses: heavy = 5.569, light = 21.547 meV
(1, 1, 3) light weight in heavy level, four-band = 0.990 %
```
